# How does 1 GPa of pressure change the silicon regrowth rate?: verification in Python

```python
# Result under test: at fixed temperature T a constant activation volume dV
# changes the solid-phase regrowth velocity v of amorphous silicon by
#     v(P)/v(0) = exp(-P*dV/(R*T)),
# which is about 1.6 for dV = -3.3 cm^3/mol, P = 1 GPa and T = 823 K.
# P: hydrostatic pressure; R: gas constant; dV = -R*T*d(ln v)/dP.
# A model with a reaction coordinate x and a fluctuating volume V tests the
# thermodynamics by quadrature; a hopping master equation tests the drift.
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import brentq

R = const.R
temperature = 823.0                   # K
pressure = 1.0e9                      # Pa
act_volume = -3.3e-6                  # m^3/mol
RT = R * temperature                  # J/mol
kT = const.k * temperature / const.e  # eV
energy = 2.7                          # eV, rough activation energy
v_ambient = 0.1                       # nm/s, rough velocity at 823 K
thickness = 100.0                     # nm
bulk_modulus = 100e9                  # Pa, rough
drive = 0.1                           # eV/atom, rough
density_deficit = 0.02                # rough, amorphous against crystal
silicon_volume = const.value('molar volume of silicon')  # m^3/mol


def pressure_ratio(P, dV, T):
    return np.exp(-P * dV / (R * T))


ratio = pressure_ratio(pressure, act_volume, temperature)
assert abs(ratio - 1.6) < 0.05

# Volume-fluctuation model; energies in eV, volumes in cubic angstrom.
gpa = 1e9 * 1e-30 / const.e           # eV per cubic angstrom
event_volume = act_volume / const.N_A * 1e30
region_atoms = 10
region_volume = region_atoms * silicon_volume / const.N_A * 1e30
compliance = region_volume / (bulk_modulus / 1e9 * gpa)
x_grid = np.linspace(-1.4, 0.0, 1001)
u_grid = np.linspace(-65.0, 65.0, 601)  # volume minus region_volume


def boltzmann(x, u, P, softness):
    """Constant-pressure weight; well at x=-1, saddle at x=0."""
    shape = (1.0 - x**2)**2
    soft = compliance * (1.0 + softness * shape)
    U = energy * shape + (u - event_volume * shape)**2 / (2.0 * soft)
    return np.exp(-(U + P * u) / kT)


def model_rate(P_gpa, softness):
    """Log of the transition-state rate and saddle-minus-reactant volume."""
    P = P_gpa * gpa
    saddle = boltzmann(0.0, u_grid, P, softness)
    well = boltzmann(x_grid[:, None], u_grid[None, :], P, softness)
    z_saddle = simpson(saddle, x=u_grid)
    u_saddle = simpson(saddle * u_grid, x=u_grid) / z_saddle
    z_well = simpson(simpson(well, x=u_grid, axis=1), x=x_grid)
    u_well = simpson(simpson(well * u_grid, x=u_grid, axis=1),
                     x=x_grid) / z_well
    return np.log(z_saddle / z_well), u_saddle - u_well


# The pressure slope of the log rate is the difference of mean volumes.
upper = model_rate(0.55, 0.2)[0]
lower = model_rate(0.45, 0.2)[0]
slope_volume = -kT * (upper - lower) / (0.10 * gpa)
mean_volume = model_rate(0.50, 0.2)[1]
assert abs(slope_volume / mean_volume - 1.0) < 1e-4

# Finite-pressure ratio for equal, softer and stiffer saddle regions.
log_ratio = {}
for softness in (0.0, 0.2, -0.2):
    log_ratio[softness] = (model_rate(1.0, softness)[0]
                           - model_rate(0.0, softness)[0])
barrier_change = gpa * event_volume   # eV at 1 GPa
prefactor = np.sqrt(1.0 + barrier_change / energy)
assert abs(np.exp(log_ratio[0.0]) / ratio - 1.0) < 0.02
assert abs(np.exp(log_ratio[0.0]) / (ratio * prefactor) - 1.0) < 5e-4
curvature = gpa**2 * 0.2 * compliance / (2.0 * kT)
# The 3 percent tolerance covers thermal motion in the reactant well.
for softness, sign in ((0.2, 1.0), (-0.2, -1.0)):
    shift = log_ratio[softness] - log_ratio[0.0]
    assert abs(shift / (sign * curvature) - 1.0) < 0.03

# Driving free energy and its pressure dependence, one atom per event.
phase_volume = silicon_volume * (1.0 / (1.0 - density_deficit) - 1.0)
drive_molar = drive * const.e * const.N_A


def reduced_drive(P):
    return (drive_molar + P * phase_volume) / RT


def master_drift(x_drive):
    """Mean displacement per unit time from the hopping master equation."""
    size, start, duration = 121, 45, 10.0
    backward = np.exp(-x_drive)
    generator = np.zeros((size, size))
    for site in range(size):
        if site + 1 < size:
            generator[site + 1, site] += 1.0
            generator[site, site] -= 1.0
        if site > 0:
            generator[site - 1, site] += backward
            generator[site, site] -= backward
    probability = expm(generator * duration)[:, start]
    return (probability @ np.arange(size) - start) / duration


for P in (0.0, pressure):
    expected = 1.0 - np.exp(-reduced_drive(P))
    assert abs(master_drift(reduced_drive(P)) / expected - 1.0) < 1e-8
drive_ratio = (master_drift(reduced_drive(pressure))
               / master_drift(reduced_drive(0.0)))

# Split the apparent activation volume and test it on the full velocity.
drive_part = -phase_volume / np.expm1(reduced_drive(0.0))
length_part = RT / (3.0 * bulk_modulus)
barrier_part = act_volume - drive_part - length_part


def log_velocity(P):
    return (-P / (3.0 * bulk_modulus) - P * barrier_part / RT
            + np.log(1.0 - np.exp(-reduced_drive(P))))


step = 1e6
apparent = -RT * (log_velocity(step) - log_velocity(-step)) / (2 * step)
assert abs(apparent / act_volume - 1.0) < 1e-6
full_ratio = np.exp(log_velocity(pressure) - log_velocity(0.0))
assert abs(full_ratio / ratio - 1.0) < 2e-3


# Ambient temperature that gives the same velocity as the pressure.
def heating_ratio(T_new):
    return np.exp(-energy * const.e / const.k
                  * (1.0 / T_new - 1.0 / temperature))


T_equal = brentq(lambda T: heating_ratio(T) - ratio, 823.0, 900.0)
T_formula = temperature / (1.0 + barrier_change / energy)
assert abs(T_equal - T_formula) < 1e-6

v_pressure = v_ambient * ratio
cm3 = 1e6
print(f"temperature: {temperature:.0f} K")
print(f"pressure: {pressure / 1e9:.1f} GPa")
print(f"activation volume: {act_volume * cm3:.2f} cm^3/mol")
print(f"activation volume per event: {event_volume:.2f} angstrom^3")
print(f"silicon molar volume: {silicon_volume * cm3:.2f} cm^3/mol")
print(f"activation/silicon volume: {act_volume / silicon_volume:.3f}")
print(f"minus P times activation volume: {-pressure*act_volume:.0f} J/mol")
print(f"RT: {RT:.1f} J/mol")
print(f"kT: {kT:.5f} eV")
print(f"exponent: {-pressure * act_volume / RT:.4f}")
print(f"velocity ratio: {ratio:.3f}")
print(f"ratio if sign were reversed: {1.0 / ratio:.3f}")
print(f"rough ambient velocity: {v_ambient:.3f} nm/s")
print(f"velocity at 1 GPa: {v_pressure:.3f} nm/s")
print(f"layer thickness: {thickness:.0f} nm")
print(f"ambient regrowth time: {thickness / v_ambient:.0f} s")
print(f"regrowth time at 1 GPa: {thickness / v_pressure:.0f} s")
print(f"rough activation energy: {energy:.2f} eV")
print(f"barrier change at 1 GPa: {barrier_change:.4f} eV")
print(f"equivalent ambient temperature: {T_equal:.1f} K")
print(f"equivalent temperature rise: {T_equal - temperature:.1f} K")
for T in (723.0, 923.0):
    value = pressure_ratio(pressure, act_volume, T)
    print(f"ratio at {T:.0f} K, same activation volume: {value:.3f}")
for dV in (-3.25e-6, -3.35e-6):
    value = pressure_ratio(pressure, dV, temperature)
    print(f"ratio for {dV * cm3:.2f} cm^3/mol: {value:.3f}")
error_P = pressure_ratio(0.1e9, act_volume, temperature)
print(f"factor from 0.1 GPa pressure error: {error_P:.3f}")
print(f"factor from 5 K mismatch: {heating_ratio(temperature + 5):.3f}")
print(f"model region: {region_atoms} atoms")
print(f"model region volume: {region_volume:.1f} angstrom^3")
print(f"model slope volume at 0.5 GPa: {slope_volume:.4f} angstrom^3")
print(f"model mean-volume change: {mean_volume:.4f} angstrom^3")
print(f"model ratio, equal stiffness: {np.exp(log_ratio[0.0]):.3f}")
print(f"model prefactor change: {prefactor:.4f}")
print(f"model ratio, saddle 20% softer: {np.exp(log_ratio[0.2]):.3f}")
print(f"model ratio, saddle 20% stiffer: {np.exp(log_ratio[-0.2]):.3f}")
print(f"log-ratio shift from 20% compliance: {curvature:.4f}")
print(f"rough driving free energy: {drive:.2f} eV/atom")
print(f"rough density deficit: {100 * density_deficit:.0f} %")
print(f"rough bulk modulus: {bulk_modulus / 1e9:.0f} GPa")
print(f"amorphous minus crystal volume: {phase_volume*cm3:.3f} cm^3/mol")
print(f"reduced driving energy at zero pressure: {reduced_drive(0.0):.3f}")
print(f"driving part of activation volume: {drive_part*cm3:.3f} cm^3/mol")
print(f"length part of activation volume: {length_part*cm3:.3f} cm^3/mol")
print(f"barrier part of activation volume: {barrier_part*cm3:.3f} cm^3/mol")
print(f"ratio from driving energy alone: {drive_ratio:.4f}")
print(f"ratio from full velocity law: {full_ratio:.4f}")
print("every check passed")
```

Printed output:

```
temperature: 823 K
pressure: 1.0 GPa
activation volume: -3.30 cm^3/mol
activation volume per event: -5.48 angstrom^3
silicon molar volume: 12.06 cm^3/mol
activation/silicon volume: -0.274
minus P times activation volume: 3300 J/mol
RT: 6842.8 J/mol
kT: 0.07092 eV
exponent: 0.4823
velocity ratio: 1.620
ratio if sign were reversed: 0.617
rough ambient velocity: 0.100 nm/s
velocity at 1 GPa: 0.162 nm/s
layer thickness: 100 nm
ambient regrowth time: 1000 s
regrowth time at 1 GPa: 617 s
rough activation energy: 2.70 eV
barrier change at 1 GPa: -0.0342 eV
equivalent ambient temperature: 833.6 K
equivalent temperature rise: 10.6 K
ratio at 723 K, same activation volume: 1.731
ratio at 923 K, same activation volume: 1.537
ratio for -3.25 cm^3/mol: 1.608
ratio for -3.35 cm^3/mol: 1.632
factor from 0.1 GPa pressure error: 1.049
factor from 5 K mismatch: 1.258
model region: 10 atoms
model region volume: 200.2 angstrom^3
model slope volume at 0.5 GPa: -5.6039 angstrom^3
model mean-volume change: -5.6039 angstrom^3
model ratio, equal stiffness: 1.609
model prefactor change: 0.9936
model ratio, saddle 20% softer: 1.638
model ratio, saddle 20% stiffer: 1.582
log-ratio shift from 20% compliance: 0.0176
rough driving free energy: 0.10 eV/atom
rough density deficit: 2 %
rough bulk modulus: 100 GPa
amorphous minus crystal volume: 0.246 cm^3/mol
reduced driving energy at zero pressure: 1.410
driving part of activation volume: -0.079 cm^3/mol
length part of activation volume: 0.023 cm^3/mol
barrier part of activation volume: -3.243 cm^3/mol
ratio from driving energy alone: 1.0114
ratio from full velocity law: 1.6193
every check passed
```
